# Quadrupole splittings of octahedral MA4B2 and MA3B3 isomers from additive field gradients: verification in Python

```python
# Result under test: additive ligand field gradients in a regular octahedron give
# signed quadrupole splittings (nuclear spin 3/2), with delta = [B] - [A]:
#   trans-MA4B2: 4 delta    cis-MA4B2: -2 delta
#   mer-MA3B3: magnitude 2 sqrt(3) |delta|, eta = 1    fac-MA3B3: 0
# [L]: partial quadrupole splitting of ligand L in mm/s.
# P: field-gradient tensor times e Q c / (2 E_gamma), in mm/s.
# Independent road: finite differences of a Coulomb potential give P, and
# diagonalization of the nuclear quadrupole Hamiltonian gives the splitting.
import numpy as np
from scipy import constants
from sympy import Rational
from sympy.physics.quantum.cg import CG

AXES = np.eye(3)
DIRECTIONS = [AXES[0], -AXES[0], AXES[1], -AXES[1], AXES[2], -AXES[2]]
# ligand labels in the order +x, -x, +y, -y, +z, -z
ISOMERS = {"trans": "AAAABB", "cis": "BABAAA",
           "mer": "BBBAAA", "fac": "BABABA"}
BOND_LENGTH = {"A": 1.0, "B": 1.3}   # arbitrary units, deliberately unequal


def gradient_tensor(directions, strengths, lengths):
    """Second derivatives at the origin of the potential of point charges."""
    lengths = np.array(lengths, dtype=float)
    charges = np.array(strengths) * lengths**3
    positions = np.array(directions) * lengths[:, None]

    def potential(point):
        return np.sum(charges / np.linalg.norm(positions - point, axis=1))

    h = 3e-4
    tensor = np.zeros((3, 3))
    for i in range(3):
        for j in range(3):
            a, b = h * AXES[i], h * AXES[j]
            tensor[i, j] = (potential(a + b) - potential(a - b)
                            - potential(b - a) + potential(-a - b)) / (4*h*h)
    return tensor


# Spin-3/2 matrices, basis m = 3/2, 1/2, -1/2, -3/2
m_values = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.diag(np.sqrt(3.75 - m_values[1:] * (m_values[1:] + 1)), 1)
SPIN = [(raising + raising.T) / 2, (raising - raising.T) / 2j,
        np.diag(m_values)]


def nuclear_levels(tensor):
    """Doublet gap, and eigenvectors in order of rising energy."""
    hamiltonian = sum(tensor[i, j] * SPIN[i] @ SPIN[j]
                      for i in range(3) for j in range(3)) / 3
    energies, states = np.linalg.eigh(hamiltonian)
    gap = (energies[2] + energies[3] - energies[0] - energies[1]) / 2
    return gap, states


def asymmetry(tensor):
    values = np.linalg.eigvalsh(tensor - np.trace(tensor) / 3 * np.eye(3))
    xx, yy, zz = sorted(values, key=abs)
    return (xx - yy) / zz, zz


# M1 transition operators between the ground spin 1/2 and the excited spin 3/2
half = Rational(1, 2)
spherical = {}
for q in (-1, 0, 1):
    spherical[q] = np.array(
        [[float(CG(half, mg, 1, q, 3*half, m).doit())
          for mg in (half, -half)]
         for m in (3*half, half, -half, -3*half)])
M1 = [(spherical[-1] - spherical[1]) / np.sqrt(2),
      1j * (spherical[-1] + spherical[1]) / np.sqrt(2), spherical[0]]


def line_strengths(states, light_axis):
    """Strengths of the lower- and higher-energy line, light along an axis."""
    total = np.zeros(4)
    for a in range(3):
        if a != light_axis:
            total += np.sum(abs(states.conj().T @ M1[a])**2, axis=1)
    return np.array([total[0] + total[1], total[2] + total[3]])


def analyse(pA, pB):
    strength = {"A": pA, "B": pB}
    out = {}
    for name, labels in ISOMERS.items():
        tensor = gradient_tensor(DIRECTIONS, [strength[s] for s in labels],
                                 [BOND_LENGTH[s] for s in labels])
        gap, states = nuclear_levels(tensor)
        upper = states[:, 2:]
        mean_iz2 = np.trace(upper.conj().T @ SPIN[2] @ SPIN[2] @ upper).real/2
        out[name] = dict(tensor=tensor, gap=gap, states=states, iz2=mean_iz2)
    return out


TOL = 1e-5   # finite-difference error of the potential, in mm/s
example = (-0.50, -0.20)
for pA, pB in (example, (0.10, -0.35)):
    delta = pB - pA
    res = analyse(pA, pB)
    diagonals = {"trans": [-2, -2, 4], "cis": [1, 1, -2],
                 "mer": [3, 0, -3], "fac": [0, 0, 0]}
    for name, factors in diagonals.items():
        assert np.allclose(res[name]["tensor"],
                           delta * np.diag(factors), atol=TOL)
    # signed splitting: positive if the m = +-3/2 doublet is the upper one
    for name in ("trans", "cis"):
        is_upper = abs(res[name]["iz2"] - 2.25) < 1e-4
        assert is_upper or abs(res[name]["iz2"] - 0.25) < 1e-4
        res[name]["signed"] = res[name]["gap"] * (1 if is_upper else -1)
    assert abs(res["trans"]["signed"] - 4 * delta) < TOL
    assert abs(res["cis"]["signed"] + 2 * delta) < TOL
    assert abs(res["mer"]["gap"] - 2 * np.sqrt(3) * abs(delta)) < TOL
    assert abs(res["fac"]["gap"]) < TOL
    assert abs(asymmetry(res["trans"]["tensor"])[0]) < 1e-4
    assert abs(asymmetry(res["cis"]["tensor"])[0]) < 1e-4
    assert abs(asymmetry(res["mer"]["tensor"])[0] - 1) < 1e-4
    # line strengths: 3:1 along the unique axis, equal in a random powder
    # (the mean over three axes is exact for a quadratic angular dependence)
    for name in ("trans", "cis", "mer"):
        low, high = sum(line_strengths(res[name]["states"], k)
                        for k in range(3))
        res[name]["powder"] = high / low
        assert abs(high / low - 1) < 1e-8
    for name in ("trans", "cis"):
        low, high = line_strengths(res[name]["states"], 2)
        res[name]["crystal"] = high / low
        expected = 3.0 if res[name]["signed"] > 0 else 1 / 3
        assert abs(high / low - expected) < 1e-3
    if (pA, pB) == example:
        shown = res

# Splitting formula for a general asymmetry: six different ligands
general = gradient_tensor(DIRECTIONS, [0.1, -0.2, 0.3, 0.05, -0.4, 0.25],
                          [1, 1.1, 1.2, 1.3, 1, 1.1])
eta_general, zz_general = asymmetry(general)
gap_general = nuclear_levels(general)[0]
formula_general = abs(zz_general) * np.sqrt(1 + eta_general**2 / 3)
assert 0.05 < eta_general < 0.95
assert abs(gap_general - formula_general) < 1e-8

# Fac isomer with the three B ligands opened symmetrically, A unchanged
pA, pB = example
alpha_deg = 95.0
cos_alpha = np.cos(np.radians(alpha_deg))
threefold = np.ones(3) / np.sqrt(3)
cos_polar = np.sqrt((1 + 2 * cos_alpha) / 3)
moved = []
for axis in AXES:
    side = axis - (axis @ threefold) * threefold
    side /= np.linalg.norm(side)
    moved.append(cos_polar * threefold + np.sqrt(1 - cos_polar**2) * side)
assert abs(moved[0] @ moved[1] - cos_alpha) < 1e-12
bent = gradient_tensor(moved + [-a for a in AXES], [pB]*3 + [pA]*3,
                       [BOND_LENGTH["B"]]*3 + [BOND_LENGTH["A"]]*3)
bent_axial = threefold @ bent @ threefold
bent_gap = nuclear_levels(bent)[0]
assert abs(bent_axial - 6 * pB * cos_alpha) < TOL
assert abs(bent_gap - abs(6 * pB * cos_alpha)) < TOL

# Conversion to a field gradient with rounded nuclear data of iron-57
Q_barn, gamma_keV = 0.16, 14.4
Q_m2, gamma_eV = Q_barn * 1e-28, gamma_keV * 1e3
vzz = {}
for name in ("trans", "cis"):
    energy_eV = shown[name]["signed"] * 1e-3 / constants.c * gamma_eV
    vzz[name] = 2 * energy_eV / Q_m2
    # back through the axial level energies in joule, spin 3/2
    level = [constants.e * Q_m2 * vzz[name] / 12 * (3 * m * m - 3.75)
             for m in (1.5, 0.5)]
    speed = ((level[0] - level[1]) / (gamma_eV * constants.e)
             * constants.c * 1e3)
    assert abs(speed - shown[name]["signed"]) < 1e-9


def clean(x, digits=3):
    return f"{round(float(x), digits) + 0.0:.{digits}f}"


print("Input [A] =", clean(pA, 2), "mm/s")
print("Input [B] =", clean(pB, 2), "mm/s")
print("delta = [B] - [A] =", clean(pB - pA, 2), "mm/s")
for name in ISOMERS:
    diag = np.diag(shown[name]["tensor"])
    print(f"{name}: P_xx, P_yy, P_zz (fixed axes) =",
          ", ".join(clean(v) for v in diag), "mm/s")
for name in ("trans", "cis", "mer"):
    print(f"{name}: asymmetry eta =",
          clean(abs(asymmetry(shown[name]["tensor"])[0])), "(no unit)")
for name in ("trans", "cis"):
    print(f"{name}: signed splitting =", clean(shown[name]["signed"]), "mm/s")
for name in ("mer", "fac"):
    print(f"{name}: splitting magnitude =", clean(shown[name]["gap"]), "mm/s")
cis_gap = shown["cis"]["gap"]
print("signed ratio trans/cis =",
      clean(shown["trans"]["signed"] / shown["cis"]["signed"]), "(no unit)")
print("magnitude ratio mer/cis =",
      clean(shown["mer"]["gap"] / cis_gap), "(no unit)")
for name in ("trans", "cis"):
    print(f"{name}: mean I_z^2 in upper doublet =",
          clean(shown[name]["iz2"]), "(hbar^2)")
    print(f"{name}: high/low line strength, light along z =",
          clean(shown[name]["crystal"]), "(no unit)")
for name in ("trans", "cis", "mer"):
    print(f"{name}: high/low line strength, powder =",
          clean(shown[name]["powder"]), "(no unit)")
print("six different ligands: eta =", clean(eta_general), "(no unit)")
print("six different ligands: splitting, diagonalized =",
      clean(gap_general, 4), "mm/s")
print("six different ligands: splitting, formula =",
      clean(formula_general, 4), "mm/s")
print("bent fac: B-M-B angle =", clean(alpha_deg, 1), "degrees")
print("bent fac: P along threefold axis =", clean(bent_axial), "mm/s")
print("bent fac: splitting magnitude =", clean(bent_gap), "mm/s")
print("Input Q (iron-57, rounded) =", clean(Q_barn, 2), "barn")
print("Input E_gamma (iron-57, rounded) =", clean(gamma_keV, 1), "keV")
for name in ("trans", "cis"):
    print(f"{name}: V_zz =", clean(vzz[name] / 1e21, 2), "10^21 V/m^2")
print("OK")
```

Output:

```
Input [A] = -0.50 mm/s
Input [B] = -0.20 mm/s
delta = [B] - [A] = 0.30 mm/s
trans: P_xx, P_yy, P_zz (fixed axes) = -0.600, -0.600, 1.200 mm/s
cis: P_xx, P_yy, P_zz (fixed axes) = 0.300, 0.300, -0.600 mm/s
mer: P_xx, P_yy, P_zz (fixed axes) = 0.900, 0.000, -0.900 mm/s
fac: P_xx, P_yy, P_zz (fixed axes) = 0.000, 0.000, 0.000 mm/s
trans: asymmetry eta = 0.000 (no unit)
cis: asymmetry eta = 0.000 (no unit)
mer: asymmetry eta = 1.000 (no unit)
trans: signed splitting = 1.200 mm/s
cis: signed splitting = -0.600 mm/s
mer: splitting magnitude = 1.039 mm/s
fac: splitting magnitude = 0.000 mm/s
signed ratio trans/cis = -2.000 (no unit)
magnitude ratio mer/cis = 1.732 (no unit)
trans: mean I_z^2 in upper doublet = 2.250 (hbar^2)
trans: high/low line strength, light along z = 3.000 (no unit)
cis: mean I_z^2 in upper doublet = 0.250 (hbar^2)
cis: high/low line strength, light along z = 0.333 (no unit)
trans: high/low line strength, powder = 1.000 (no unit)
cis: high/low line strength, powder = 1.000 (no unit)
mer: high/low line strength, powder = 1.000 (no unit)
six different ligands: eta = 0.158 (no unit)
six different ligands: splitting, diagonalized = 0.9539 mm/s
six different ligands: splitting, formula = 0.9539 mm/s
bent fac: B-M-B angle = 95.0 degrees
bent fac: P along threefold axis = 0.105 mm/s
bent fac: splitting magnitude = 0.105 mm/s
Input Q (iron-57, rounded) = 0.16 barn
Input E_gamma (iron-57, rounded) = 14.4 keV
trans: V_zz = 7.20 10^21 V/m^2
cis: V_zz = -3.60 10^21 V/m^2
OK
```
